# Choosing the low-Z fit for the 1S self-energy coefficient A60

Five values of the hydrogenic self-energy function, each with an assumed standard error of $10^{-9}$, are fitted with five functions. The raw design matrix has a condition number of $5.1\times10^{6}$. The intercept of the fit has a noise of $2.1\times10^{-4}$. If all five arguments are divided by eight, the condition number rises to $9.7\times10^{8}$, yet the weights with which the data enter the intercept do not change. The condition number therefore does not tell how strongly errors of the fitted data enter the intercept, and a better guide is needed.

## What the setting controls

A relativistic atomic-structure calculation can include the electron self-energy through a tabulated hydrogenic function. When the table is continued to low nuclear charge $Z$, someone has to choose the range of $Z$, the fitting functions and the coefficients held fixed. These choices are the setting discussed here. Screening by other electrons is a separate matter and is left out.

For the 1S state of one electron bound to a point nucleus of infinite mass, the one-loop self-energy is written

$$
\Delta E=\frac{\alpha}{\pi}(Z\alpha)^4mc^2F(x),\qquad x=Z\alpha,\qquad L=\ln x^{-2},
$$

$$
F=A_{41}L+A_{40}+A_{50}x+x^2\left[A_{62}L^2+A_{61}L+G(x)\right].
$$

The first index of a coefficient counts powers of $Z\alpha$ in the energy, and the second counts powers of $L$. The wanted coefficient is $A_{60}=G(0)$.

The values of $F$ are inputs from numerical all-order theory and are not derived here. "All-order" refers to the binding parameter $Z\alpha$; there is still one photon loop. The inputs belong to the coupling $\alpha=1/137.036$:

| $Z$ | $F$ | $G$ |
|---|---:|---:|
| 1 | 10.316793650 | −30.29024 |
| 2 | 8.528325052 | −29.77097 |
| 3 | 7.504503422 | −29.29917 |
| 4 | 6.792824081 | −28.85922 |
| 5 | 6.251627078 | −28.44337 |

The lower coefficients are also inputs, taken from the known analytic expansion:

$$
A_{41}=\tfrac43,\quad A_{40}=\tfrac{10}{9}-\tfrac43\ln k_0,\quad
A_{50}=4\pi\left(\tfrac{139}{128}-\tfrac12\ln2\right),
$$

$$
A_{62}=-1,\qquad A_{61}=\tfrac{28}{3}\ln2-\tfrac{21}{20}.
$$

The Bethe logarithm $\ln k_0$ is an average of $\ln(2\omega)$ over excitations from 1S, with $\omega$ in hartree for $Z=1$. The factor 2 converts $\omega$ to units of the binding energy, half a hartree. The weight is $|\mathbf p|^2\omega$, where $\mathbf p$ is the momentum matrix element. The oscillator strength is $f=2|\mathbf p|^2/(3\omega)$, so this weight is proportional to $f\omega^2$:

$$
\ln k_0=\frac{\sum f\omega^2\ln(2\omega)}{\sum f\omega^2}=2.9841285558 .
$$

The sums include the continuum. The strengths were tested against the sum rules $\sum f=1$ and $\sum f\omega^2=4/3$. The numerical coefficients are then $A_{40}=-2.86772696$, $A_{50}=9.29112091$ and $A_{61}=5.41937369$.

## From the table to the remainder

Solving the expansion for $G$ gives

$$
G=\frac{F-A_{41}L-A_{40}-A_{50}x}{x^2}-A_{62}L^2-A_{61}L .
$$

At $Z=1$, $L=2\ln137.036=9.840487$. The three leading terms add up to

$$
13.1206498-2.8677270+0.0678006=10.3207234 .
$$

Subtracting this from $F$ leaves $-0.00392974$, where the unrounded terms have been used. Division by $x^2$ means multiplication by $137.036^2=18778.87$ and gives $-73.79615$. Since $A_{62}=-1$, the next term is $+L^2=96.83519$, and the last is $-A_{61}L=-53.32928$. Hence

$$
G=-73.79615+96.83519-53.32928=-30.29024 .
$$

With $x$ and the coefficients fixed, an error $\delta F$ becomes

$$
\delta G=\frac{\delta F}{x^2}.
$$

An error of $10^{-9}$ in $F$ thus becomes $1.9\times10^{-5}$ in $G$ at $Z=1$, but $7.5\times10^{-7}$ at $Z=5$. This loss occurs before any fit is made.

**Guidance: keep the coupling that belongs to the table.** Suppose the same $F$ values are assigned to $1/\alpha=137.035999178$. The relative change of $x$ is $\delta x/x=6.0\times10^{-9}$. The change of the divisor $x^2$ in $G$ has little effect, because the complete numerator above it is small. Since $\delta L=-2\,\delta x/x$, the change of the numerator term $-A_{41}L$ shifts $G$ by

$$
\frac{8}{3x^2}\frac{\delta x}{x}\approx3.0\times10^{-4}
\qquad(Z=1).
$$

The full recalculation gives $2.9\times10^{-4}$, about fifteen times the noise of $G(1)$. The extracted $A_{60}$ moves by $1.5\times10^{-3}$. A new value of $\alpha$ may be used when the final energy is evaluated, but not to reinterpret old values of $F$.

## A logarithm that can be held fixed

The next term in the remainder is taken to be $A_{71}xL$. Its coefficient follows from a short-distance argument. The $A_{50}$ term comes from electron momenta of order $mc$, so at atomic distances it acts like a contact interaction with a range near the Compton wavelength. The Dirac density is larger there than the Schrödinger density.

To find the enhancement, use units $m=c=\hbar=1$. The 1S Dirac radial density, including the factor $r^2$, is proportional to $r^{2\gamma}e^{-2xr}$ with $\gamma=\sqrt{1-x^2}$. Take $e^{-Mr}/r$ as a model of a short-range interaction. The integral $\int_0^\infty r^{a-1}e^{-br}\,dr=\Gamma(a)/b^a$ gives

$$
\left\langle\frac{e^{-Mr}}r\right\rangle
=\frac{\Gamma(2\gamma)}{(2x+M)^{2\gamma}}
\frac{(2x)^{2\gamma+1}}{\Gamma(2\gamma+1)}
=\frac{x}{\gamma}\left(\frac{2x}{2x+M}\right)^{2\gamma},
$$

where $\Gamma(2\gamma+1)=2\gamma\Gamma(2\gamma)$ was used. Divide by the Schrödinger result, which has $\gamma=1$, and expand with $2\gamma-2\approx-x^2$ and $1/\gamma\approx1+x^2/2$:

$$
\frac1\gamma\left(\frac{2x}{2x+M}\right)^{2\gamma-2}
\approx1+x^2\left[\frac12-\ln\frac{2x}{2x+M}\right].
$$

Because $-\ln x=L/2$, the logarithmic part of the enhancement is $x^2L/2$. The range $1/M$ affects the accompanying constant but not this coefficient. Numerical integration gave 0.4985 for $M=1$ and 0.4996 for $M=5$, in a test against $1/2$.

Applied to $A_{50}x$ in $F$, the enhancement produces $\tfrac12A_{50}x^3L$. Dividing by the $x^2$ in front of $G$ yields

$$
A_{71}=\tfrac12A_{50}=4.64556 .
$$

This step assumes that the whole $A_{50}$ term behaves as a contact term and that nothing else contributes to $A_{71}$. The density calculation does not prove that assumption. A fit with $A_{71}$ free, in the basis $1,xL,x,x^2L,x^2$, gives 5.28, which is 14% above the derived value. The fitted value depends on the basis: the second-order pair $x^2,x^2L^2$ gives 4.83, and the pair $x^2,x^3$ gives 5.60. That is a coarse consistency check, not a confirmation.

**Guidance: report whether $A_{71}$ was fixed.** The recommended fit uses it, so the fitted data are

$$
H(x)=G(x)-A_{71}xL .
$$

## The weights are the useful diagnostic

Choose functions $\phi_j$ with $\phi_0=1$, and let $B_{ij}=\phi_j(x_i)$. With as many functions as data points, the coefficients obey $B\mathbf c=\mathbf H$. If $\mathbf e_0$ selects the first coefficient, then

$$
A_{60}=\mathbf e_0^T B^{-1}\mathbf H=\mathbf w^T\mathbf H,
\qquad B^T\mathbf w=\mathbf e_0 .
$$

The last equation says that the weights add to one and cancel every other function in the basis.

The smallest useful case has the functions $1,x$ and the points $Z=1,2$. The conditions $w_1+w_2=1$ and $w_1+2w_2=0$ give $w_1=2$ and $w_2=-1$. Subtracting $A_{71}xL$, which is 0.33360 and 0.57320 at the two points, gives $H(1)=-30.62383$ and $H(2)=-30.34417$. Therefore

$$
A_{60}\approx2(-30.62383)-(-30.34417)=-30.9035 .
$$

The main fit uses $1,x,x^2,x^2L,x^2L^2$ at $Z=1$ to 5. Its weights are

$$
8.542,\quad-24.873,\quad33.367,\quad-21.283,\quad5.247 .
$$

The remaining data are $H(3)=-30.07650$, $H(4)=-29.81764$ and $H(5)=-29.56575$. The weighted terms add as

$$
-261.589+754.750-1003.563+634.609-155.131=-30.924 .
$$

The unrounded weights give $-30.9235$. Terms of up to a thousand cancel to leave about thirty, so the weights should not be rounded early.

For independent errors with the same standard deviation $\sigma_F$, variances add:

$$
\sigma_{A_{60}}^2=\sum_i\left(\frac{w_i\sigma_F}{x_i^2}\right)^2 .
$$

With $\sigma_F=10^{-9}$, the contributions from $Z=1$, 2 and 3 are $1.6$, $1.2$ and $0.7$ in units of $10^{-4}$. The other two are smaller, and the total is $2.1\times10^{-4}$. Repeated fits to randomly disturbed data agree with the formula within the 3% tolerance of the test. Correlated errors would require the full covariance matrix.

**Guidance: check the last digits of the table.** An error of $10^{-8}$ in $F(2)$ would move $A_{60}$ by

$$
24.873\times\frac{10^{-8}}{x_2^2}\approx1.2\times10^{-3}.
$$

Predicting each $F$ from the other four, with one function fewer, gives misses from $2.6\times10^{-8}$ to $5.1\times10^{-7}$. The five misses express a single residual of the data, so an error in any one entry changes all of them by the same factor. A misprint well above the miss of its own entry makes all five larger, but the comparison cannot show which entry is wrong. A smaller misprint can go unnoticed or even reduce the misses. The comparison cannot certify the ninth decimal, because the smaller fit has its own model error.

The lower coefficients can be examined in a similar way. Freeing one at a time, with $x^2L^2$ dropped to make room, gives corrections of $-6.8\times10^{-8}$ to $A_{40}$, $-2.2\times10^{-5}$ to $A_{50}$ and $-2.9\times10^{-3}$ to $A_{61}$. These three numbers are not independent tests. The fits share the functions $1,x,x^2,x^2L$, so each correction expresses the same residual of the data, the one that the main fit assigns to $x^2L^2$. Each is about 17 times its own noise. They indicate the level at which the supplied coefficients are tested by this table, a level set by model error rather than by noise.

## Why the condition number misleads

Call a basis closed if, whenever it contains $x^pL^q$, it also contains $x^pL^k$ for every $k<q$. Let all arguments change from $x$ to $sx$. Then $L$ becomes $L-2\ln s$, and

$$
(sx)^p(L-2\ln s)^q
=s^p\sum_{k=0}^{q}\binom qk(-2\ln s)^{q-k}x^pL^k .
$$

For a closed basis each new function is a combination of old ones, so $B(sx)=B(x)T$ with an invertible matrix $T$. Suppose also that the constant is the sole function with $p=0$. The constant is then unchanged, and it does not appear in any other transformed function. The first row of $T$ is therefore $\mathbf e_0^T$, and the old weights satisfy

$$
\mathbf w^TB(sx)=\mathbf w^TB(x)T=\mathbf e_0^TT=\mathbf e_0^T .
$$

They are also the new weights. In this class of fits the weights depend on the ratios of the $Z$ values and not on their overall scale.

The raw condition number is the ratio of the largest to the smallest singular value of $B$. It concerns the whole coefficient vector and depends on how the columns are scaled. As $x$ falls, the columns proportional to $x^2$ shrink. Since $L$ grows while its differences between the points stay the same, the columns with different powers of $L$ also become more nearly proportional to one another. Both effects make their coefficients hard to determine. The intercept weights need not suffer. This accounts for the opening observation: division of all $x$ by eight raises the condition number by a factor of about 190 and leaves the weights unchanged.

The noise of $A_{60}$ does grow in that case, by $8^2=64$, because $\delta G=\delta F/x^2$. This is a loss of information in the data, and rescaling the columns cannot restore it.

Closure matters for this result. The basis $1,x,x^2L,x^2L^2,x^2L^3$ lacks $x^2$. When its arguments are divided by eight, one of its weights changes by 7.52.

## Omitted functions and the choice of range

Suppose the true remainder contains an extra term $c\,h(x)$ that is absent from the basis. The weights return the correct intercept for the included part, so the shift is

$$
\delta A_{60}=c\sum_iw_ih(x_i).
$$

This relation was tested on a case with a known answer. Take the Yukawa mean value above with $M=1$, and divide it by its leading term $4x^3$. The logarithm of this ratio $R$ is

$$
\ln R=-\ln\gamma-2\gamma\ln(1+2x)+(2\gamma-2)\ln(2x).
$$

Through second order, the three terms are $x^2/2$, $-4x+4x^2$ and $-x^2\ln(2x)$. Exponentiation adds $(-4x)^2/2=8x^2$, so

$$
R=1-4x+x^2\left[12.5-\ln(2x)\right]+\cdots .
$$

The remainder $(R-1+4x)/x^2+\ln(2x)$ therefore tends to 12.5. Its next logarithm, $4x\ln(2x)$, is the product of $-4x$ and $-x^2\ln(2x)$ divided by $x^2$. It is subtracted, as $A_{71}xL$ is in the self-energy fit. The same five weights then give 12.499902. The error is $-9.821\times10^{-5}$, and the omitted higher terms predict $-9.820\times10^{-5}$. This supports the shift formula, but it does not give the size of the omitted self-energy terms.

For the main basis, multiplying all charges by $s$ has these effects:

| Charges | Noise | Shift per unit $x^2L^3$ |
|---|---:|---:|
| 1 to 5 | $2.1\times10^{-4}$ | $-2.0\times10^{-3}$ |
| 2, 4, 6, 8, 10 | $5.3\times10^{-5}$ | $-8.0\times10^{-3}$ |
| 4, 8, 12, 16, 20 | $1.3\times10^{-5}$ | $-3.2\times10^{-2}$ |

The noise follows $s^{-2}$. The shift follows $s^2$, because the lower powers of $L$ produced by rescaling are cancelled by the weights. If an omitted $x^2L^3$ term has coefficient $c$, the two errors are equal when

$$
2.1\times10^{-4}s^{-2}=2.0\times10^{-3}|c|s^2,
\qquad s^4\approx\frac{0.1}{|c|}.
$$

For $|c|=1$ this gives $s\approx0.6$, below the physical range that starts at $Z=1$. The coefficient $c$ is not known from this analysis. If it is of order one, multiplying all charges by a factor above one makes the result worse, although the noise becomes smaller.

**Guidance: start at $Z=1$ when the table has nine reliable decimals.** With less accurate data the noise term is larger, and multiplying all charges by a common factor, as in the table above, may be better. Moving to consecutive higher charges is different, because their ratios lie closer to one and the weights change. For charges 2 to 6 the noise rises to $3.1\times10^{-4}$ and the shift per unit $x^2L^3$ becomes $-4.3\times10^{-3}$, so both errors grow. The advice also assumes that $|c|$ is not much below 0.1, since a smaller coefficient moves the balance to larger $s$. The balance should be recalculated with the actual $\sigma_F$.

## How many functions to use

Adding functions in the order $1,x,x^2,x^2L,x^2L^2$, with one more charge each time, gives:

| Functions | $A_{60}$ | Noise |
|---:|---:|---:|
| 2 | −30.9035 | $3.8\times10^{-5}$ |
| 3 | −30.9155 | $5.8\times10^{-5}$ |
| 4 | −30.9215 | $1.0\times10^{-4}$ |
| 5 | −30.9235 | $2.1\times10^{-4}$ |

The successive changes are 0.0120, 0.0060 and 0.0020. The last change is still about ten times the noise, so the choice of functions dominates the uncertainty. Taking that change as an estimate of the model error, and combining it in quadrature with the noise, gives

$$
A_{60}(1S)=-30.9235\pm0.0020 .
$$

The uncertainty is a judgement based on this sequence and not a rigorous bound. For the 1S state the coefficient is also known from the analytic expansion, $A_{60}=-30.92415$. The main fit lies 0.0007 above it, inside the quoted range, so here the extrapolation serves as a worked example with a known answer. Other five-function fits show what it leaves out. With $A_{71}$ fixed, the basis containing $x^2L^3$ but not $x^2$ gives $-30.9240$, and the basis $1,x,x^2,x^2L,x^3$ gives $-30.9226$. Pure powers from $1$ to $x^4$, without any logarithm, give $-30.9200$, which lies outside the quoted range. With $A_{71}$ free, the basis $1,xL,x,x^2L,x^2$ gives $-30.9263$, which differs from the main result by 0.0028. The basis $1,xL,x,x^2,x^3$ gives $-30.9282$, a difference of 0.0047. An uncertainty of about 0.005 covers these two fits with $A_{71}$ free, but it is not a bound for every basis. The functions $1,xL,x,x^2,x^2L^3$ give $-30.978$, together with $A_{71}=19.8$, which is far from the derived 4.65.

**Guidance: stop adding functions when the change in $A_{60}$ is comparable with the noise.** Beyond that point a further function mainly fits errors in the table. In the sequence above that point has not been reached, but five data values cannot determine a sixth free coefficient without additional information. The rule depends on the order in which functions are added. With the order $1,x,x^2L,x^2L^3,x^2$ the last change is only about 0.3 of the noise, and the result is $-30.92405$. The last change of a single sequence can also be smaller than the true error, so several orders should be compared.

## What the uncertainty means for an energy

At $Z=1$, the $A_{60}$ term contributes the frequency

$$
\frac{\Delta E_{60}}h=\frac{\alpha^7mc^2}{\pi h}A_{60}.
$$

One power of $\alpha$ comes from the photon loop, four from the prefactor $(Z\alpha)^4$ and two from $x^2$. One unit of $A_{60}$ is 43.339 kHz, so the contribution is

$$
43.339\times(-30.9235)\ \text{kHz}=-1340.2\ \text{kHz},
$$

with an extrapolation uncertainty of 0.09 kHz. Vacuum polarization, nuclear recoil, nuclear size and further photon loops are not included.

If the purpose is an energy at a charge already in the table, the tabulated $F$ should be used directly. The main fit passes through all five values, so it adds nothing there. The tabulated value belongs to the coupling of the table: for $1/\alpha=137.035999178$ the leading terms lower $F(1)$ by about $1.6\times10^{-8}$, and this shift should be applied when the eighth decimal matters. Exact agreement at the fitted charges says nothing about the error of $A_{60}$. The fit with $1,xL,x,x^2,x^3$ also reproduces the five values, although its intercept differs by 0.0047, because its other coefficients compensate. The extrapolation is useful when the coefficient itself is wanted, or when an analytic expansion has to be joined to the all-order values. The numerical check accompanying this guide evaluates the weights, noise and shifts of the main fit.

## Table of computed values

```
coupling of input data: 1/137.036
standard error of each F: 1e-09
sum f = 1.0000000000, sum f w^2 = 1.3333333333
Bethe logarithm ln k0(1S) = 2.9841285558
A41 = 1.33333333, A40 = -2.86772696, A50 = 9.29112091
A62 = -1.0, A61 = 5.41937369, A71 = 4.645560
Z=1: F=10.316793650  G=-30.290235  sigma_G=1.9e-05
Z=2: F=8.528325052  G=-29.770966  sigma_G=4.7e-06
Z=3: F=7.504503422  G=-29.299171  sigma_G=2.1e-06
Z=4: F=6.792824081  G=-28.859223  sigma_G=1.2e-06
Z=5: F=6.251627078  G=-28.443372  sigma_G=7.5e-07
correction to A41 when freed: -6.2e-09
correction to A40 when freed: -6.8e-08
correction to A50 when freed: -2.2e-05
correction to A62 when freed: -1.2e-04
correction to A61 when freed: -2.9e-03
leave-one-out miss in F, Z=1..5: 2.9e-08 2.6e-08 3.6e-08 8.8e-08 5.1e-07
Dirac enhancement per x^2 L, Yukawa mass 1 and 5: 0.4985 0.4996
A71 from fit with A71 free: 5.284
intercept weights, Z=1..5: 8.542 -24.873 33.367 -21.283 5.247
2 functions: A60=-30.90349 sum|w|=3.0 noise=3.8e-05
3 functions: A60=-30.91549 sum|w|=7.0 noise=5.8e-05
4 functions: A60=-30.92148 sum|w|=22.0 noise=1.0e-04
5 functions: A60=-30.92348 sum|w|=93.3 noise=2.1e-04
A71 free; 1,xL,x,x2L,x2: A60=-30.92631 noise=3.8e-04
A71 fixed; 1,x,x2L,x2L2,x2L3: A60=-30.92402 noise=2.9e-04
A71 fixed; 1,x,x2,x2L,x3: A60=-30.92259 noise=1.6e-04
noise of A60: formula 2.118e-04, sampled 2.095e-04
benchmark intercept: exact 12.500000, fitted 12.499902
benchmark error: actual -9.8213e-05, predicted -9.8204e-05
raw condition number: 5.13e+06; all x/8: 9.66e+08
largest weight change for x/8: closed basis 0.0e+00, open basis 7.52
Z=1..5: noise=2.1e-04, shift per unit x2L3=-2.0e-03, x3=1.6e-06
Z=2..10: noise=5.3e-05, shift per unit x2L3=-8.0e-03, x3=1.3e-05
Z=4..20: noise=1.3e-05, shift per unit x2L3=-3.2e-02, x3=1.1e-04
1/alpha from scipy.constants: 137.035999178
shift with that alpha: G(Z=1) 2.94e-04, A60 1.45e-03
final A60(1S) = -30.9235, estimated uncertainty 0.0020
hydrogen 1S: one unit of A60 = 43.3393 kHz
A60 contribution = -1340.20 kHz, uncertainty 0.09 kHz
```
